**Question.** A diffusion couple of two metals A and B yields two quantities at the plane of its inert markers: the interdiffusivity, and the difference between the two intrinsic diffusivities. Each has an independent error of 10 percent. The marker plane is equiatomic, and A diffuses nine times faster than B. How large is the relative error of the slower intrinsic diffusivity, and how does it scale with the ratio of the two?

**Answer.** The estimate needs the relation between the measured quantities and the intrinsic ones, so that relation comes first. The alloy is a single phase, diffusion runs along z, and both species have the same constant molar volume. Vacancies stay at local equilibrium and no pores form. The total concentration C is then constant, and the mole fractions satisfy x_A + x_B = 1. "Error" means one standard deviation.

**From intrinsic fluxes to measured quantities**

The intrinsic diffusivities D_A and D_B describe fluxes relative to the crystal lattice:

J_A = −D_A C ∂x_A/∂z

J_B = −D_B C ∂x_B/∂z = +D_B C ∂x_A/∂z

The second line uses ∂x_B/∂z = −∂x_A/∂z. The sum is a net flow of atoms through the lattice:

J_A + J_B = −C (D_A − D_B) ∂x_A/∂z

In the laboratory frame there is no net flow of atoms, because the far ends are at rest and the molar volumes are equal. The lattice must therefore drift with a velocity v that cancels the sum, J_A + J_B + C v = 0. This is the Kirkendall effect:

v = Δ ∂x_A/∂z, with Δ = D_A − D_B

For D_A > D_B the velocity points up the gradient of x_A, so the markers move towards the A-rich side.

The laboratory flux of A is its lattice flux plus the part carried by the drift:

J_A + x_A C v = −C [D_A − x_A (D_A − D_B)] ∂x_A/∂z

Since 1 − x_A = x_B, the bracket is the interdiffusivity D of Darken's relation:

D = x_B D_A + x_A D_B

Each diffusivity is weighted by the fraction of the other species.

Both D and Δ can be read from one annealed couple. Conservation of A requires ∂x_A/∂t = ∂(D ∂x_A/∂z)/∂z. If the couple is long enough for its ends to stay unchanged, x_A depends on λ = z/√t alone, with z measured from the original contact plane. A prime denotes d/dλ. Then ∂x_A/∂t = −(λ/2t) x_A′ and ∂x_A/∂z = x_A′/√t, which gives

−(λ/2) x_A′ = (D x_A′)′

Integrating from the left end, where x_A′ = 0, and returning to z gives

D = −I/(2 t g), with I = ∫ z dx_A and g = ∂x_A/∂z

The integral runs from the left end composition to the composition at the marker plane, where g is also taken.

Markers placed at the contact plane stay at constant λ, so their displacement z_K grows as √t. Their velocity is dz_K/dt = z_K/(2t), and equating this to Δ g gives

Δ = z_K/(2 t g)

**The inversion subtracts two large numbers**

Substituting D_A = D_B + Δ into Darken's relation gives D = x_B D_B + x_B Δ + x_A D_B = D_B + x_B Δ. Hence

D_B = D − x_B Δ

D_A = D_B + Δ = D + x_A Δ

At the equiatomic plane these become D_B = D − Δ/2 and D_A = D + Δ/2. With r = D_A/D_B, the two terms in units of the slow diffusivity are

D/D_B = (r + 1)/2

Δ/(2 D_B) = (r − 1)/2

For r = 9 they are 5 and 4. The slow diffusivity is the unit left over when 4 is subtracted from 5, and an error that is modest beside 5 or 4 is large beside 1.

**Size of the error**

Let both measured quantities have relative error ε. Independent errors add in quadrature, and the minus sign in the inversion disappears on squaring:

[σ(D_B)/D_B]² = ε² [(r + 1)/2]² + ε² [(r − 1)/2]²

The squares sum to (r² + 2r + 1 + r² − 2r + 1)/4 = (r² + 1)/2, so

σ(D_B)/D_B = ε √[(r² + 1)/2]

For r = 9 the factor is √41 = 6.40. With ε = 10 percent, the interdiffusivity contributes 50 percent and the difference 40 percent:

σ(D_B)/D_B = √(0.50² + 0.40²) = 0.64

**The slower diffusivity is uncertain by about 64 percent.** The inversion is linear in D and Δ, so this standard deviation does not rely on small errors or on a Gaussian distribution.

The fast diffusivity has the same absolute error, since changing the sign of one independent term does not alter the sum of squares. Relative to a value nine times larger, the error is 64/9, or about 7 percent. The same experiment therefore determines the fast species well and the slow one poorly.

The two contributions also show what improving a single measurement can achieve. A perfect value of Δ would leave an error of 50 percent, and a perfect value of D would leave 40 percent. To bring the slow diffusivity to 10 percent with equal errors in both inputs, each must be known to 10/6.40 = 1.6 percent.

**How it scales**

For r much larger than 1 the factor approaches r/√2, so the relative error of the slow diffusivity grows in proportion to the ratio. The factor for the fast diffusivity is √[(r² + 1)/2]/r, which approaches 1/√2. In that limit D and Δ/2 each supply half of D_A, and their independent errors partly average out.

At r = 1 the factor for the slow diffusivity is 1, because Δ vanishes and D_B = D. This limit needs care. A fixed relative error of a vanishing Δ is a vanishing absolute error, whereas a real marker position has a finite uncertainty. Near r = 1 the absolute form is the one to use:

σ(D_B)² = σ(D)² + σ(Δ)²/4

Composition matters as well. Away from the equiatomic plane, the two terms of D_B = D − x_B Δ are D/D_B = x_B r + x_A and x_B Δ/D_B = x_B (r − 1), so

σ(D_B)/D_B = ε √[(x_B r + x_A)² + x_B² (r − 1)²]

At fixed r > 1 both squares grow with x_B. When x_B tends to zero the factor tends to 1, because in an alloy of nearly pure A the interdiffusivity is itself the diffusivity of B. When x_B tends to 1 the factor tends to √[r² + (r − 1)²]. If r changes little with composition, a marker plane rich in the fast species gives a smaller relative error of the slow diffusivity. The value obtained is D_B at that composition, which in a real alloy can differ greatly from D_B at the equiatomic one.

**What 64 percent means for a single experiment**

With Gaussian errors, zero lies 1/0.64 = 1.56 standard deviations below the true value of D_B. The chance that the inversion returns a negative slow diffusivity is then 5.9 percent. In this model, where both diffusivities are positive, such a result reflects measurement error and not uphill diffusion.

The inferred ratio is also spread unevenly. One million pairs of D and Δ, drawn with independent Gaussian errors of 10 percent and inverted, give a central 68 percent band for D_A/D_B from 5.5 to 24, where draws with a negative D_B are counted as lying beyond the upper end. The true value is 9. The upper side is longer because the poorly known quantity stands in the denominator. Such an experiment shows which species is faster, but gives the ratio only roughly.

**A couple in engineering units**

Take D = 5.0 × 10⁻¹¹ cm²/s and Δ = 8.0 × 10⁻¹¹ cm²/s at the marker plane, with an anneal of 100 h at 1273 K. The inversion gives

D_B = (5.0 − 4.0) × 10⁻¹¹ = 1.0 × 10⁻¹¹ cm²/s

D_A = (5.0 + 4.0) × 10⁻¹¹ = 9.0 × 10⁻¹¹ cm²/s

The absolute error of each is 0.64 × 10⁻¹¹ cm²/s.

The size of the marker signal follows from a numerical solution of the two lattice-frame flux laws with constant D_A and D_B, using 400 cells attached to the lattice. The end compositions are x_A = 0.593 and 0.393, chosen so that the markers finish at x_A = 0.500. The markers move 7.64 µm towards the A-rich side, and the gradient there has magnitude 1.327 × 10⁻³ per µm. With t = 3.6 × 10⁵ s,

Δ = 7.64/(2 × 3.6 × 10⁵ × 1.327 × 10⁻³) = 8.0 × 10⁻³ µm²/s = 8.0 × 10⁻¹¹ cm²/s

If the gradient were known perfectly, a 10 percent error in Δ would correspond to 0.76 µm in the marker displacement. The 1.6 percent needed for a 10 percent result would correspond to about 0.12 µm, in a couple whose diffusion length √(4Dt) is 85 µm.

A longer anneal helps in one respect. At fixed position uncertainty, the relative error of z_K falls as 1/√t, so four times the anneal halves it, provided the couple still behaves as infinitely long. Errors that stay a fixed fraction of the signal do not improve in this way.

**When the errors are not independent**

The expressions for D and Δ both contain the gradient g, so independence is an assumption about where the errors arise. If the relative errors have correlation ρ, the subtraction adds a cross term −2ρ ε² [(r + 1)/2][(r − 1)/2] to the squared relative error. The result is

σ(D_B)/D_B = ε √[(r² + 1)/2 − ρ (r² − 1)/2]

An error in g moves D and Δ in the same direction and so contributes positively to ρ. For a given ε, a positive ρ reduces the error of the slow diffusivity. Suppose that I, z_K and g have independent errors, and that g supplies half of the variance of D and half of that of Δ. Then ρ = 0.5, and for r = 9 the factor is √(41 − 20) = 4.58. The error falls to 46 percent. At ρ = 1 the two quantities share one common scale error, the factor is 1, and the slow diffusivity is uncertain by 10 percent. Negative correlation does the opposite: at ρ = −1 the factor is r, and the error reaches 90 percent.

**Measuring the ratio instead**

The amplification comes from subtracting, so a separate measurement of r avoids it. At the equiatomic plane D = D_B (1 + r)/2, hence

D_B = 2D/(1 + r)

For small errors, δD_B/D_B = δD/D − [r/(1 + r)] δr/r. With independent errors of 10 percent in D and r,

σ(D_B)/D_B = 0.10 √(1 + 0.9²) = 0.135

This is 13.5 percent instead of 64. When the errors of D and Δ are independent, the ratio must come from a separate experiment. Computed from the same couple, it would be (D + Δ/2)/(D − Δ/2), which has the poorly known difference in its denominator. A second couple analysed in the same way has the same weakness, and a ratio of tracer diffusivities differs from the intrinsic ratio r by the vacancy-wind correction.

**Real couples**

Copper and nickel near 1000 °C form a single solid solution in which copper is the faster species. The interdiffusivity used above is a rough typical size for that system. The ratio 9 is set by the question and is not a measured Cu–Ni value. Of the four systematic errors below, the subtraction amplifies the first three but not the last:

- **Pores.** If some vacancies collect into pores instead of being absorbed by the lattice, part of the marker shift can be lost. With D unchanged, each 1 percent lost from Δ raises the inferred D_B by 4 percent. A loss of 16 percent would bias the result by as much as the random error.

- **Molar volumes.** If A and B have constant but unequal molar volumes V_A and V_B, the condition of no net atom flow becomes one of no net volume flow. The intrinsic fluxes are now written J_A = −D_A ∂C_A/∂z and J_B = −D_B ∂C_B/∂z, where C_A and C_B are the concentrations of the two species. The volume fractions φ_A = C_A V_A and φ_B = C_B V_B add up to 1. The condition V_A J_A + V_B J_B + v = 0 then gives v = Δ ∂φ_A/∂z, and the laboratory flux J_A + C_A v gives D = φ_B D_A + φ_A D_B. Hence D_B = D − φ_B Δ. With rough values of 7.1 cm³/mol for copper and 6.6 cm³/mol for nickel, φ_B = 6.6/13.7 = 0.482 at the equiatomic plane. Using 0.5 instead, with D and Δ correct, makes D_B too small by about 15 percent. D and Δ are correct only if I, g and the origin of z are also taken from φ_A. In a couple like the one above, the Matano plane found from mole fractions lies about 0.5 µm from the original contact plane, some 6 percent of the marker shift, and that error is amplified as well.

- **Marker composition.** In the equal-volume simulation with end compositions of 0.6 and 0.4, the markers finish at x_A = 0.507, not at 0.500. Inserting 0.5 in the inversion makes D_B too small by about 6 percent.

- **Temperature.** If both diffusivities follow an Arrhenius law with a rough activation energy of 2.4 eV, a furnace 5 K too hot raises both by 9 percent. A common factor leaves r unchanged, so this error passes to D_B without amplification.

For these numbers, it is worthwhile to use volume fractions throughout the analysis, not in the weight alone, and to use the true marker composition, but neither correction removes the main uncertainty. That uncertainty can be reduced by much better values of D and Δ, or by an independent measurement of the intrinsic ratio. A marker plane richer in the fast species lowers the error too, but it yields D_B at that other composition. It is also smaller if the errors of D and Δ are known to be largely shared.
